\section*{Exchange shift of the conduction-band minimum in a multivalley electron gas}

\section{What an unshifted band gets wrong}

Suppose that the band diagram of a heavily doped contact layer is drawn by filling the undoped conduction band up to a Fermi level. For $10^{20}$ electrons per $\mathrm{cm^3}$ in six silicon-like valleys, that level lies 74 meV above the band minimum. Exchange between the same electrons lowers the minimum by 62 meV, so an energy nearly as large as the filling itself has been left out. A fixed correction taken from the six-valley case fails in turn when strain leaves two valleys occupied: at the same density, the exchange shift is then 44\% larger in the isotropic model used here. Nor does exchange by itself move the band rigidly: it lowers the Fermi level by half as much as the minimum.

These statements concern exchange alone. Correlation is not small in this example. It cancels part of the shift of the minimum and slightly more than all of the difference in shift between the minimum and the Fermi level, as discussed at the end.

\section{Model and result}

Electrons of total density $n$ fill $\nu$ equivalent valleys equally, with both spins, at zero temperature. Each valley is isotropic and parabolic with mass $m$, and $\mathbf k$ is measured from its centre. The host crystal enters through a constant $\varepsilon$, so two electrons repel with energy $1/(\varepsilon r)$. A uniform positive background keeps the system neutral. Hartree atomic units are used.

A sphere of radius $k_F$ holds $k_F^3/(6\pi^2)$ states per unit volume, which is $4\pi k_F^3/3$ divided by $(2\pi)^3$. There are $2\nu$ such spheres, hence
\begin{equation}
n=2\nu\,\frac{k_F^3}{6\pi^2},\qquad
k_F=\left(\frac{3\pi^2n}{\nu}\right)^{1/3}.
\label{kf}
\end{equation}
The exchange shift of the minimum, derived below in two ways, is
\begin{equation}
\boxed{\Delta_x=-\frac{2k_F}{\pi\varepsilon}
=-\frac{2}{\varepsilon}\left(\frac{3n}{\pi\nu}\right)^{1/3}}
\label{main}
\end{equation}
The second form uses $(3\pi^2)^{1/3}/\pi=(3/\pi)^{1/3}$. The shift grows as $n^{1/3}$, falls as $\nu^{-1/3}$, and does not contain the mass.

\section{First derivation: summing over occupied states}

In the Hartree--Fock approximation the many-electron state is one determinant of plane-wave envelopes. The energy of an occupied state $i$ is the total energy lost when its electron is removed and the other orbitals are kept. Its Coulomb part has a direct term, which the background cancels, and an exchange term $-\sum_jK_{ij}$ over the occupied states, with
\begin{equation}
K_{ij}=\iint d^3r\,d^3r'\,
\frac{\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,
\psi_j^*(\mathbf r')\psi_i(\mathbf r')}{\varepsilon|\mathbf r-\mathbf r'|}.
\end{equation}
Opposite spins give zero, because the spin functions in each product are orthogonal. For different valleys the products oscillate with the large wave vector between the valleys, where the Coulomb interaction is weak. These terms are dropped here and sized later.

For equal spin and valley, $\psi_i^*\psi_j=e^{-i\mathbf q\cdot\mathbf r}/V$ with $\mathbf q=\mathbf k-\mathbf k'$ and $V$ the volume. One integration gives a factor $V$; the other is the Fourier transform of $1/r$. With a convergence factor $e^{-\eta r}$,
\begin{equation}
\int d^3r\,\frac{e^{-\eta r}}{r}e^{-i\mathbf q\cdot\mathbf r}
=\frac{4\pi}{q}\int_0^\infty e^{-\eta r}\sin(qr)\,dr
=\frac{4\pi}{q^2+\eta^2}\to\frac{4\pi}{q^2}.
\label{ft}
\end{equation}
So $K_{ij}=4\pi/(V\varepsilon q^2)$. The self-term $j=i$ is the Coulomb repulsion between two unit charges, each spread over the box; it vanishes as $V^{-1/3}$. In a large box the sum becomes
\begin{equation}
\Sigma(\mathbf k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,
\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}.
\label{sigma}
\end{equation}
At the valley centre the volume element $4\pi k'^2dk'$ cancels the Coulomb denominator:
\begin{equation}
\Sigma(0)=-\frac{4\pi\cdot4\pi}{8\pi^3\varepsilon}\int_0^{k_F}dk'
=-\frac{2k_F}{\pi\varepsilon}.
\label{first}
\end{equation}
With Eq.~(\ref{kf}) this is Eq.~(\ref{main}).

\subsection{Does the minimum stay at the valley centre?}

Equation~(\ref{first}) is the shift of the minimum provided that no other $\mathbf k$ becomes lower. With $u$ the cosine of the angle between $\mathbf k$ and $\mathbf k'$,
\begin{align}
\Sigma(k)&=-\frac{1}{\pi\varepsilon}\int_0^{k_F}k'^2dk'
\int_{-1}^{1}\frac{du}{k^2+k'^2-2kk'u}\nonumber\\
&=-\frac{1}{\pi\varepsilon k}\int_0^{k_F}k'
\ln\left|\frac{k+k'}{k-k'}\right|dk'.
\end{align}
The last integrand has the antiderivative $\tfrac12(k'^2-k^2)\ln|(k+k')/(k-k')|+kk'$: differentiating the logarithm gives $-2k/(k'^2-k^2)$, hence a term $-k$, which the derivative of $kk'$ cancels. With $x=k/k_F$,
\begin{equation}
\Sigma(k)=-\frac{2k_F}{\pi\varepsilon}F(x),\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.
\label{F}
\end{equation}
For $x<1$ the logarithm equals $2\sum_{j\ge0}x^{2j+1}/(2j+1)$. Multiplying by $(1-x^2)/(4x)$ and collecting powers,
\begin{align}
F(x)&=\frac12+\frac12\left[1+\sum_{j\ge1}x^{2j}
\left(\frac1{2j+1}-\frac1{2j-1}\right)\right]\nonumber\\
&=1-\sum_{j\ge1}\frac{x^{2j}}{4j^2-1}.
\end{align}
For $x>1$ put $y=1/x$. The prefactor becomes $-(1-y^2)/(4y)$ and the logarithm becomes $\ln[(1+y)/(1-y)]$, so the same expansion gives $F=\sum_{j\ge1}x^{-2j}/(4j^2-1)$. Both series decrease with $x$, and they meet at $F(1)=1/2$. Exchange energy and kinetic energy therefore both rise away from $k=0$, and the minimum stays there.

The value $F(1)=1/2$ also gives the shift at the Fermi surface, $-k_F/(\pi\varepsilon)$. Exchange thus widens the occupied band by $k_F/(\pi\varepsilon)$.

\section{Second derivation: the exchange hole in real space}

Take the electrons of one spin and one valley, with density $n_1=n/(2\nu)$. Antisymmetry fixes the density of pairs at $\mathbf r$ and $\mathbf r'$:
\begin{equation}
\frac12\sum_{ij}\left|\psi_i(\mathbf r)\psi_j(\mathbf r')
-\psi_j(\mathbf r)\psi_i(\mathbf r')\right|^2
=n_1^2-|\rho_1(\mathbf r-\mathbf r')|^2,
\end{equation}
where $\rho_1(\mathbf r-\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')$. The squared terms give $n_1^2$, and the cross terms give $-|\rho_1|^2$. This second part is the depletion of like electrons around each electron. With $s=|\mathbf r-\mathbf r'|$, its Coulomb energy is
\begin{equation}
E_x=-\frac12\iint d^3r\,d^3r'\,\frac{|\rho_1(\mathbf s)|^2}{\varepsilon s}.
\end{equation}
Removing the electron at $k=0$ changes $\rho_1$ to $\rho_1-1/V$. Since $\rho_1$ is real, $|\rho_1|^2$ changes by $-2\rho_1/V+1/V^2$. The last piece contributes an energy of order $V^{-1/3}$ and vanishes. The energy lost on removal is therefore
\begin{equation}
\Delta_x=E_x(N)-E_x(N-1)=-\int d^3s\,\frac{\rho_1(s)}{\varepsilon s}.
\label{real}
\end{equation}

The scaling can be read off before integrating. The density matrix has height $\rho_1(0)=n_1\propto k_F^3$ and depends on distance through $k_Fs$. The measure $d^3s/s$ supplies $k_F^{-2}$, leaving $\Delta_x\propto k_F$. Spreading a fixed $n$ over more valleys reduces the number of like electrons and widens the hole they leave. The reduced height contributes $\nu^{-1}$, the width $\nu^{2/3}$, and the product is $\nu^{-1/3}$.

For the coefficient, sum the plane waves in the Fermi sphere:
\begin{align}
\rho_1(s)&=\frac{1}{2\pi^2s}\int_0^{k_F}k\sin(ks)\,dk
=\frac{\sin k_Fs-k_Fs\cos k_Fs}{2\pi^2s^3}.
\end{align}
Inserting this in Eq.~(\ref{real}) with $d^3s=4\pi s^2ds$ and $t=k_Fs$,
\begin{equation}
\Delta_x=-\frac{2k_F}{\pi\varepsilon}\int_0^\infty
\frac{\sin t-t\cos t}{t^2}\,dt
=-\frac{2k_F}{\pi\varepsilon}\left[-\frac{\sin t}{t}\right]_0^\infty
=-\frac{2k_F}{\pi\varepsilon}.
\end{equation}
The bracket is $0-(-1)=1$, so the two derivations agree.

The exchange energy per electron, $e_x$, is a third quantity. It is proportional to $k_F$, so at fixed $\nu$ the energy density $ne_x$ scales as $n^{4/3}$. Its derivative with respect to $n$ is the exchange energy of an electron added at the Fermi surface: $\tfrac43e_x=-k_F/(\pi\varepsilon)$, or $e_x=-3k_F/(4\pi\varepsilon)$.

\section{What each derivation assumes}

Both derivations use one determinant, unrelaxed orbitals, a uniform dielectric, equal valley filling and no exchange between valleys. Their agreement checks the algebra, not these assumptions.

The first also uses plane waves from the start and the Fourier form of the interaction. In return it gives $\Sigma$ at every $k$, and it adapts easily to other occupations: at $k=0$ a thermal distribution $f(k)$ replaces $k_F$ by $\int_0^\infty f\,dk$. The second needs the density matrix and the interaction as functions of distance. It shows the scaling without an integral, but its radial integral converges conditionally: cut off at $t=T$, it equals $1-\sin T/T$. The first derivation meets its delicate point at $q=0$ instead, where the volume element removes the singularity.

A direct sum over discrete states tests the common result without either integral. Periodic boxes of side 40 and 80 bohr were filled level by level at $\varepsilon=1$ and extrapolated in size. For $(n,\nu)=(1,1)$, $(4,1)$, $(1,2)$ and $(1,6)$, with $n$ in $\mathrm{bohr^{-3}}$, the largest error relative to Eq.~(\ref{main}) was 0.001\%. This figure fluctuates with the shell filling: other box pairs between 30/60 and 50/100 bohr give up to about 0.01\%. The fitted exponents were $0.3333$ in $n$ and $-0.3333$ in $\nu$.

\section{A silicon-like contact layer}

Take $n=10^{20}\ \mathrm{cm^{-3}}=1.4818\times10^{-5}\ \mathrm{bohr^{-3}}$, $\nu=6$ and $\varepsilon=11.7$. Then
\begin{align}
k_F&=\left(\frac{3\pi^2\times1.4818\times10^{-5}}{6}\right)^{1/3}
=0.0418\ \mathrm{bohr^{-1}},\\
\Delta_x&=-\frac{2\times0.04182}{\pi\times11.7}
=-0.00228\ \text{hartree}=-61.9\ \text{meV}.
\end{align}
The Fermi-surface shift is $-31.0$ meV. With a density-of-states mass of 0.321, the kinetic Fermi energy is 74.0 meV. Bare exchange thus puts the Fermi level $74.0-31.0=43.0$ meV above the undoped minimum, and widens the occupied band to $74.0+31.0=105.0$ meV.

A tenfold lower density gives $-28.7$ meV; an eightfold higher one doubles the shift to $-123.8$ meV. At fixed density, two valleys give $-89.3$ meV, larger by $3^{1/3}=1.44$. The eightfold density and the two-valley case show the scaling of the isotropic model, not the behaviour of real silicon. With silicon's longitudinal mass of 0.92, the parabolic pockets would extend 2.7 and 1.9 $\mathrm{nm^{-1}}$ from their centres, past the zone boundary 1.7 $\mathrm{nm^{-1}}$ away, where neighbouring pockets merge. For noninteracting electrons, all of them fit into two valleys if strain raises the other four by more than the two-valley Fermi energy, 154 meV. Bare exchange favours the fuller valleys and lowers this threshold to about 112 meV; random-phase correlation, introduced below, brings it back up to roughly 137 meV. A nonzero splitting below the threshold leaves unequal filling, and Eq.~(\ref{main}) no longer applies with a single $\nu$.

\section{Where bare exchange stops being enough}

\subsection{Temperature, anisotropy and other valleys}

At 300 K, $f(k)$ at fixed density reduces the bare shift to $-54.3$ meV. For ellipsoidal valleys, the radial integration in Eq.~(\ref{first}) ends at the ellipsoid surface, so $k_F$ is replaced by the mean radius over directions. With rough masses 0.92 and 0.19 this is $0.949k_F$, giving $-58.7$ meV.

Intervalley exchange, estimated with unit overlap and the shortest equivalent wave vectors (3.47 and 11.83 $\mathrm{nm^{-1}}$), adds $-1.4$ meV with the host $\varepsilon$ and $-17$ meV with $\varepsilon=1$ if the other valleys are treated as points, and $-1.5$ and $-18$ meV if their ellipsoidal pockets are integrated over. Dielectric screening weakens at short distances, so the first figure may be too small; neither is a bound.

\subsection{Screening by the electrons themselves}

In the Thomas--Fermi approximation the interaction becomes $4\pi/[\varepsilon(q^2+\kappa^2)]$, with $\kappa^2=(4\pi/\varepsilon)\,dn/d\mu$. From $n=\nu(2m\mu)^{3/2}/(3\pi^2)$ one finds $dn/d\mu=\nu mk_F/\pi^2$, so
\begin{equation}
\frac{\kappa^2}{k_F^2}=\frac{4\nu m}{\pi\varepsilon k_F}.
\end{equation}
Bare exchange is a good leading term when this ratio is small. Here it is 5.0. Extrapolated with the same parabolic valleys, it reaches one at $1.3\times10^{22}\ \mathrm{cm^{-3}}$, about a quarter of silicon's atomic density, so practical doping does not reach the favourable regime.

The integrand in Eq.~(\ref{first}) acquires a factor $k'^2/(k'^2+\kappa^2)=1-\kappa^2/(k'^2+\kappa^2)$, which gives
\begin{equation}
\Delta_{sx}=-\frac{2}{\pi\varepsilon}
\left(k_F-\kappa\arctan\frac{k_F}{\kappa}\right)=-3.7\ \text{meV}.
\end{equation}
Each electron also repels the others and lowers its own energy. For static linear response this is half the induced potential at the electron:
\begin{equation}
\Delta_{ch}=\frac12\lim_{r\to0}\frac{e^{-\kappa r}-1}{\varepsilon r}
=-\frac{\kappa}{2\varepsilon}=-109\ \text{meV}.
\end{equation}
The sum is $-113$ meV. This static estimate is too crude to give even the sign of the correlation part: it lets the other electrons respond instantly and at all wavelengths, which overstates $\Delta_{ch}$. With frequency-dependent random-phase screening by the same electrons (the $G_0W_0$ self-energy at the unperturbed band energy), exchange and correlation together give $-43.3$ meV at the minimum and $-46.5$ meV at the Fermi level. Correlation therefore contributes about $+19$ meV at the minimum and $-16$ meV at the Fermi level, and the occupied band moves almost rigidly. Unlike bare exchange, these totals depend on the mass, here the isotropic value 0.321: masses of 0.19 and 0.5 give $-40$ and $-48$ meV at the minimum, and in both cases the Fermi level is lowered by about 3 meV more than the minimum.

The static Thomas--Fermi estimate also gets the trend with valley number wrong. At fixed $n$, $m$ and $\varepsilon$, $\kappa\propto(\nu k_F)^{1/2}\propto\nu^{1/3}$. Going from six valleys to two changes $\Delta_{ch}$ to $-109/3^{1/3}\approx-76$ meV and $\Delta_{sx}$ to about $-17$ meV. The static total weakens from $-113$ to about $-93$ meV. With the frequency-dependent screening it strengthens instead, from $-43$ to $-54$ meV, which is about 25\% rather than the 44\% of bare exchange. The $\nu^{-1/3}$ law therefore describes the exchange part and should not be used alone to predict how strain moves the band.

\subsection{Beside a real contact}

The density and silicon parameters are rough typical values for a heavily doped n-type layer; contact layers can be doped several times higher. Real donors are discrete, not a uniform background. For randomly placed, Thomas--Fermi-screened donors of density $n$, second-order perturbation theory at $k=0$ gives
\begin{align}
\Delta_d&=-n\int\frac{d^3k}{(2\pi)^3}
\left[\frac{4\pi}{\varepsilon(k^2+\kappa^2)}\right]^2\frac{2m}{k^2}
=-\frac{16nm}{\varepsilon^2}\int_0^\infty\frac{dk}{(k^2+\kappa^2)^2}\nonumber\\
&=-\frac{4\pi nm}{\varepsilon^2\kappa^3}=-14\ \text{meV},
\end{align}
since the last integral is $\pi/(4\kappa^3)$. This is only the second order: summing all higher orders of scattering from a single donor as well gives about $-22$ meV. The result also depends on the screening model. The Thomas--Fermi form overstates static screening at nonzero wave vectors; with the static Lindhard function instead, the same sum gives about $-33.5$ meV. In these estimates correlation raises the minimum by about 19 meV, and donors lower it by roughly 20 to 35 meV. The figure of $-62$ meV is thus one term in the energy of the minimum. It is not the measured gap narrowing, which also includes the shift of the valence band. The numerical output lists the material parameters used here.

\section*{Computed values}
\begin{verbatim}
TESTS OF THE FORMULA
box sums: largest relative error = 0.001 %
box sums: exponent of density = 0.3333
box sums: exponent of valley number = -0.3333
real-space shift at kF=1, eps=1 = -0.636620 hartree
exchange energy per electron at kF=1 = -0.238732 hartree
EXAMPLE: n-type silicon, rough typical parameters
electron density = 1.0e+20 cm^-3
valley number = 6; dielectric constant = 11.7
longitudinal, transverse mass = 0.92, 0.19 electron masses
density-of-states mass per valley = 0.3214 electron masses
density in atomic units = 1.4818e-05 bohr^-3
Fermi wave number = 0.04182 bohr^-1 = 0.7902 nm^-1
exchange shift of minimum = -0.002275 hartree = -61.92 meV
exchange shift at Fermi surface = -30.96 meV
exchange energy per electron = -23.22 meV
Fermi energy, six valleys = 74.02 meV
shift at 1e+19 cm^-3, six valleys = -28.74 meV
shift at 1e+20 cm^-3, six valleys = -61.92 meV
shift at 8e+20 cm^-3, six valleys = -123.83 meV
shift at 1e20 cm^-3, valley number 4 = -70.88 meV
shift at 1e20 cm^-3, valley number 2 = -89.30 meV
shift at 1e20 cm^-3, valley number 1 = -112.51 meV
ratio of shifts, two to six valleys = 1.4422
Fermi energy, two valleys = 153.96 meV
NEGLECTED EFFECTS, same density, six valleys
thermal energy at 300 K = 25.85 meV
bare exchange shift at 300 K = -54.32 meV, ratio 0.8773
ellipsoidal-valley factor = 0.9486, shift = -58.73 meV
lattice constant = 0.543 nm; valley position = 0.85 x 2pi/a
shortest intervalley wave vectors = 3.47, 11.83 nm^-1
intervalley exchange, host eps = -1.44 meV
intervalley exchange, eps = 1 = -16.82 meV
effective Bohr radius = 1.926 nm; r_s = 0.694
screening wave number = 1.7704 nm^-1
(screening / Fermi wave number)^2 = 5.019
density where the two are equal = 1.26e+22 cm^-3
statically screened exchange = -3.68 meV
static Coulomb hole = -108.94 meV
static exchange plus correlation = -112.62 meV
correlation part (total minus bare exchange) = -50.71 meV
random-donor second-order shift = -14.47 meV
\end{verbatim}
